\section*{Flat-band voltage noise of a MOS transistor from tunnelling oxide traps}

\section{The situation}

An n-channel MOS transistor of large gate area, held at constant voltages, carries a drain current that fluctuates slowly, with a spectral density close to $1/f$ at low frequency. One source is the exchange of electrons between the channel and defects in the gate oxide. A captured electron becomes fixed charge and moves the flat-band voltage $V_{FB}$, the gate voltage at which the silicon carries no net charge. At fixed gate voltage, a uniform change $\delta V_{FB}$ acts on the channel like a gate voltage change $-\delta V_{FB}$. For traps scattered over the area, the area-averaged shift plays this role in linear response when the channel is uniform (small drain voltage) or in weak inversion (there the local potential of one trapped electron can exceed $kT/q$, and a local-conductivity estimate lowers the noise power by 1 to 5\% for traps 1.6 nm deep); in saturation above threshold, traps near the drain weigh more.

A single trap has a single relaxation time, and its spectrum is not $1/f$. We ask what many traps give when their density is uniform and their relaxation times grow exponentially with depth, and how close the result is to $1/f$.

Let the gate area be $A=WL$, the oxide thickness $t$, its permittivity $\varepsilon$, and its capacitance per area $C=\varepsilon/t$. Depth $x$ runs from the channel ($x=0$) to the gate ($x=t$). The trap density $N_t$ is per volume and per energy, constant in both depth and energy. Traps are independent, hold zero or one electron, and are in equilibrium with the channel. Spectral densities are one-sided: their integral over $0<f<\infty$ is the variance. We write $\omega=2\pi f$.

\section{Why the times grow exponentially}

In the oxide an electron lies below a barrier of height $\Phi$. With oxide mass $m$ and a flat barrier, its wave function obeys $\psi''=\kappa^2\psi$ with $\kappa=\sqrt{2m\Phi}/\hbar$, so $|\psi|^2\propto e^{-2\kappa x}$. The transition rate to a localized trap is proportional to the squared matrix element, hence to $|\psi(x)|^2$. Therefore
\begin{equation}
\tau(x)=\tau_0e^{x/\lambda},\qquad
\lambda=\frac1{2\kappa}=\frac{\hbar}{2\sqrt{2m\Phi}} .
\end{equation}

Let the trap level $E$ be measured from the channel Fermi level, and let
\begin{equation}
F(E)=\frac1{1+e^{E/kT}} .
\end{equation}
For elastic tunnelling, an empty trap captures at the rate $F/\tau$, since channel states at $E$ must be filled. A full trap emits at the rate $(1-F)/\tau$, since they must be empty. The sum of the two rates is $1/\tau$ at every energy. This assumes channel states at every energy near the Fermi level. In a silicon inversion layer at 300 K with $3\times10^{11}$ to $2.4\times10^{12}$ electrons per cm$^2$, a self-consistent subband calculation for a doping of $10^{17}$ cm$^{-3}$ puts the Fermi level about 3.5 to 1 $kT$ below the lowest subband, so only about 3 to 27\% of the fluctuating traps face channel states (5 to 35\% at $5\times10^{17}$ cm$^{-3}$). The others must exchange electrons through interface states or inelastically, and for them $\tau_0e^{x/\lambda}$ is a model assumption.

\section{One trap}

Let $p(s)$ be the probability that the trap is full at time $s$. Then
\begin{equation}
\frac{dp}{ds}=\frac F\tau(1-p)-\frac{1-F}\tau p=\frac{F-p}\tau ,
\end{equation}
so $p(s)=F+[p(0)-F]e^{-s/\tau}$. The stationary occupancy is $F$. For the occupation number $n=0,1$, the product $n(0)n(s)$ is nonzero only if the trap is full at both times. Setting $p(0)=1$ gives
\begin{equation}
\langle n(0)n(s)\rangle-F^2
=F\left[F+(1-F)e^{-s/\tau}\right]-F^2=F(1-F)e^{-s/\tau}.
\end{equation}
The one-sided spectrum is four times the cosine transform over positive times:
\begin{equation}
S_n=4F(1-F)\int_0^\infty e^{-s/\tau}\cos\omega s\,ds
=\frac{4F(1-F)\,\tau}{1+\omega^2\tau^2}.
\label{lorentz}
\end{equation}
The factor 4 is confirmed by $\int_0^\infty S_n\,df=4F(1-F)\,\frac1{2\pi}\,\frac\pi2=F(1-F)$, the variance of $n$.

\section{The lever arm of a trapped electron}

A trapped electron is a point charge, but the area-averaged potential $\bar\phi(x)$ obeys a one-dimensional equation. Averaging Poisson's equation over the gate area turns the lateral derivatives into fluxes through the edges, which we neglect. For an electron at depth $x_i$,
\begin{equation}
\varepsilon\bar\phi''=\frac qA\,\delta(x-x_i).
\end{equation}
At flat band the silicon has no net charge, so $\bar\phi'(0)=0$; we set $\bar\phi(0)=0$. The slope stays zero up to $x_i$ and equals $q/(\varepsilon A)$ beyond it. The gate voltage needed is
\begin{equation}
\delta V_{FB}=\bar\phi(t)=\frac{q(t-x_i)}{\varepsilon A}
=\frac q{AC}\left(1-\frac{x_i}t\right).
\label{lever}
\end{equation}
The shift is positive. For a metal gate, assumed here, it vanishes for a charge at the gate, where the gate alone compensates it.

\section{Sum over energy}

Spectra of independent traps add. Averaged over devices, the sum becomes $AN_t\int dx\int dE$. From the Fermi function, $dF/dE=-F(1-F)/kT$, so
\begin{equation}
\int F(1-F)\,dE=-kT\int\frac{dF}{dE}\,dE=kT .
\end{equation}
Only traps within a few $kT$ of the Fermi level fluctuate appreciably. A trap degeneracy, or the tilt of trap levels in the oxide field, shifts $E$ and leaves this integral unchanged as long as the density is uniform there. Combining (\ref{lorentz}) and (\ref{lever}),
\begin{equation}
S(f)=\frac{4q^2kTN_t}{AC^2}\int dx\left(1-\frac xt\right)^2
\frac{\tau}{1+\omega^2\tau^2}.
\label{depth}
\end{equation}
Here $kT$ is in the energy unit used in $N_t$.

\section{The pure $1/f$ law and its cutoffs}

First let the active traps lie so close to the channel that $1-x/t\approx1$. Since $dx=\lambda\,d\tau/\tau$,
\begin{equation}
\int\frac{\tau\,dx}{1+\omega^2\tau^2}
=\lambda\int_{\tau_{\min}}^{\tau_{\max}}\frac{d\tau}{1+\omega^2\tau^2}
=\frac\lambda\omega
\left[\arctan\omega\tau_{\max}-\arctan\omega\tau_{\min}\right].
\label{cut}
\end{equation}
For $\omega\tau_{\min}\ll1\ll\omega\tau_{\max}$ the bracket tends to $\pi/2$, and the integral to $\pi\lambda/(2\omega)=\lambda/(4f)$. The two factors of 4 cancel:
\begin{equation}
S(f)=\frac Kf,\qquad K=\frac{q^2kTN_t\lambda}{AC^2}.
\label{plain}
\end{equation}
With a uniform density, the exponential law puts equal numbers of traps in equal intervals of $\ln\tau$, which produces $1/f$.

Outside the range the law fails. For $\omega\tau_{\max}\ll1$ the bracket is $\omega(\tau_{\max}-\tau_{\min})$ and the spectrum is flat. For $\omega\tau_{\min}\gg1$, using $\arctan z\approx\pi/2-1/z$, the bracket is $(1/\tau_{\min}-1/\tau_{\max})/\omega$ and the spectrum falls as $1/f^2$.

\section{The depth-dependent lever arm}

Each frequency selects a depth, where $\omega\tau=1$:
\begin{equation}
x_f=\lambda\ln\frac1{2\pi f\tau_0}.
\end{equation}
With $u=\ln\omega\tau=(x-x_f)/\lambda$, the kernel in (\ref{depth}) becomes
\begin{equation}
\frac\tau{1+\omega^2\tau^2}=\frac1\omega\,\frac{e^u}{1+e^{2u}}
=\frac1{2\omega\cosh u}.
\end{equation}
To average over this kernel, we need
\begin{equation}
M(a)=\int_{-\infty}^\infty\frac{e^{au}}{\cosh u}\,du
=\int_0^\infty\frac{v^{(a+1)/2-1}}{1+v}\,dv
=\frac\pi{\cos(\pi a/2)},\quad |a|<1,
\label{moment}
\end{equation}
where $v=e^{2u}$ and the last step is the standard integral $\int_0^\infty v^{s-1}/(1+v)\,dv=\pi/\sin\pi s$ at $s=(a+1)/2$. Expanding, $M(a)/\pi=1+\pi^2a^2/8+\dots$. Thus $1/(\pi\cosh u)$ is a normalized weight with $\langle u\rangle=0$ and $\langle u^2\rangle=\pi^2/4$. The limits may be taken infinite if $x_f$ is many $\lambda$ from both ends of the oxide. Inserting $x=x_f+\lambda u$,
\begin{equation}
\boxed{S(f)=\frac Kf\,g(f),\qquad
g=\left(1-\frac{x_f}t\right)^2+\left(\frac{\pi\lambda}{2t}\right)^2}
\label{main}
\end{equation}

Equation (\ref{plain}) is the limit $x_f,\lambda\ll t$. Since $C=\varepsilon/t$, the result can also be written
\begin{equation}
S=\frac{q^2kTN_t\lambda}{A\varepsilon^2f}
\left[(t-x_f)^2+\left(\frac{\pi\lambda}2\right)^2\right].
\end{equation}
At fixed area and trap density, what matters is the distance from the active traps to the gate, not the full thickness.

Lower frequencies probe deeper traps with a shorter lever arm. Because $dx_f/d\ln f=-\lambda$, the local exponent is
\begin{equation}
\gamma=-\frac{d\ln S}{d\ln f}=1-\frac1g\frac{dg}{d\ln f}
=1-\frac{2\lambda}{t}\,\frac{1-x_f/t}{g}.
\end{equation}
For traps that exchange electrons with the channel only, it lies below one: uniform traps in an oxide of finite thickness do not give a strict $1/f$ voltage spectrum. For the variance in a band $f_1<f<f_2$, put $s=1-x_f/t$, so that $d\ln f=(t/\lambda)\,ds$:
\begin{equation}
\int_{f_1}^{f_2}S\,df=K\left[\frac t{3\lambda}(s_2^3-s_1^3)
+\left(\frac{\pi\lambda}{2t}\right)^2\ln\frac{f_2}{f_1}\right].
\label{band}
\end{equation}

\section{Worked example}

Take a silicon transistor with $t=7.5$ nm of thermal oxide (relative permittivity 3.9), $W=20\ \mu$m and $L=0.5\ \mu$m at 300 K, roughly an analog device of the 0.35 $\mu$m generation. The inputs $N_t=10^{17}$ cm$^{-3}$eV$^{-1}$, $\tau_0=10^{-10}$ s, $\Phi=3.1$ eV and $m=0.42\,m_0$ are rough typical values. They give $\lambda=0.0855$ nm and $C=0.460\ \mu$F/cm$^2$. The digits below follow these inputs, not the real oxide: a mass of $0.30$ or $0.50\,m_0$ gives $\lambda=0.101$ or $0.078$ nm and changes $S$ at 10 Hz by $+7\%$ or $-4\%$, and a two-band (Franz) dispersion with a 9 eV gap changes it by $+8\%$.

One electron at the interface shifts $V_{FB}$ by $q/(AC)=3.48\ \mu$V. Define $N^*=N_tkT\lambda A$, the number of traps in an energy $kT$ and a depth $\lambda$:
\begin{equation}
N^*=10^{17}\times0.02585\times(0.0855\times10^{-7})\times10^{-7}=2.21,
\end{equation}
with lengths in cm. Then
\begin{equation}
K=\left(\frac q{AC}\right)^2N^*
=(3.48\times10^{-6}\,\mathrm V)^2\times2.21
=2.68\times10^{-11}\ \mathrm{V^2}.
\end{equation}

At 10 Hz the active depth is $x_f=1.615$ nm, so
\begin{equation}
g=(1-1.615/7.5)^2+0.0003=0.616 .
\end{equation}
Hence $S=0.616\times2.68\times10^{-12}=1.65\times10^{-12}$ V$^2$/Hz, or $1.28\ \mu$V/$\sqrt{\mathrm{Hz}}$. Formula (\ref{plain}) would give $1.64\ \mu$V/$\sqrt{\mathrm{Hz}}$; its $S$ is 62\% above that of (\ref{main}). The lever arm therefore matters much more for the magnitude than for the slope, which is $\gamma=0.971$.

From 1 Hz to 1 kHz, $x_f$ moves from 1.812 to 1.221 nm, so $s$ goes from 0.758 to 0.837. Equation (\ref{band}) gives an rms noise of $10.9\ \mu$V, against $13.6\ \mu$V for $g=1$.

\section{When the average does not describe one device}

A given transistor has its own random set of traps. Let their numbers be Poisson distributed and set the lever arm to one. A small cell of depth and energy holds a trap with small probability $\nu$. If that trap contributes $b$ to $S$, the cell adds $\nu b$ to the mean and, to first order in $\nu$, $\nu b^2$ to the variance. We therefore need the integrals of the squared factors:
\begin{align}
\int F^2(1-F)^2\,dE&=kT\int_0^1F(1-F)\,dF=\frac{kT}6,\\
\int\frac{\tau^2\,dx}{(1+\omega^2\tau^2)^2}
&=\lambda\int_0^\infty\frac{\tau\,d\tau}{(1+\omega^2\tau^2)^2}
=\frac\lambda{2\omega^2}.
\end{align}
With $B=4(q/AC)^2$, the mean is $BN^*\pi/(2\omega)$ and the variance is $B^2N^*/(12\omega^2)$. Their ratio gives
\begin{equation}
\frac{\mathrm{var}\,S}{\langle S\rangle^2}
=\frac1{12}\,\frac4{\pi^2N^*}=\frac1{3\pi^2N^*}.
\end{equation}
For $N^*=2.21$ the relative standard deviation at one frequency is 12.4\%. A test with 3000 random trap populations gave 12.5\%. This is the scatter of the flat-band noise, seen directly in a uniform channel; in saturation the unequal weight of traps along the channel raises the scatter of the gate-referred noise, to about 18\% at $I_D/g_m=0.1$ V in a long-channel charge model with slope factor 1.3. With the other parameters fixed, the scatter reaches 100\% at an area of $0.15\ \mu$m$^2$. At that size one trap typically supplies more than half of $S$ at 10 Hz, and at $1\ \mu$m$^2$ still about a quarter, so individual Lorentzians shape the spectrum and (\ref{main}) describes an average over many transistors. Even at $10\ \mu$m$^2$ the slope between 10 and 100 Hz scatters by about $\pm0.055$ between devices, more than the lever arm shifts it.

\section{What the model leaves out}

\paragraph{Traps near the gate.} Traps at distance $y$ from the gate exchange electrons with it and have lever arm $y/t$. If their density, $\lambda$ and $\tau_0$ match those at the channel, they add $(x_f/t)^2+(\pi\lambda/2t)^2$ to $g$. At 10 Hz this raises $S$ by 7.6\% and $\gamma$ from 0.971 to 0.980. This addition, and (\ref{main}) itself, need $x_f$ to lie many $\lambda$ below $t/2$, because no trap is slower than those at mid-oxide. Under bias the condition is stricter, since mid-oxide traps then fluctuate over the whole energy window between the Fermi levels of gate and channel: at 1.33 MV/cm this has no effect for $t=7.5$ nm, but for $t=4$ nm it adds 10\% to $S$ at 10 Hz and raises $\gamma$ from 0.98 to 1.07. With the same parameters and $t=3$ nm, the spectrum is already flat at 10 Hz.

\paragraph{Polysilicon gate.} Devices of this generation have doped polysilicon gates, whose space charge acts as a capacitance in series with the oxide. Referred to the gate, the distance $t-x$ in (\ref{lever}) grows by an oxide-equivalent thickness of about 0.2 nm for $10^{20}$ donors per cm$^3$ and 0.4 nm for $3\times10^{19}$ at a 1.0 V oxide drop (classical Fermi--Dirac estimate). This raises the gate-referred noise power at 10 Hz by about 8\% and 15\%.

\paragraph{Barrier tilt.} A 1.0 V drop across the oxide, a field of 1.33 MV/cm, lowers the barrier with depth. The local tunnelling length grows, so more traps fall in each interval of $\ln\tau$, but they lie deeper and have a shorter lever arm. The net change at 10 Hz is $+2.7\%$ in the WKB estimate and $+2.8\%$ with the exact wave function of the tilted barrier; a 2.5 V drop gives about $+8\%$.

\paragraph{Energy-dependent times.} Suppose that the capture time $\tau_0e^{x/\lambda}$, instead of the total rate, is independent of energy. Detailed balance requires an emission rate $(1-F)/F$ times the capture rate. The total rate is then $1/F$ times the capture rate, and $\tau=F\tau_0e^{x/\lambda}$. For constant lever arm the prefactor drops out of (\ref{cut}) within its wide limits, and (\ref{plain}) survives. The active depth at each energy moves by $-\lambda\ln F$. Its average with weight $F(1-F)\,dE/kT$ is $-\lambda\int_0^1\ln F\,dF=\lambda$. The deeper traps reduce $S$ at 10 Hz by 2.9\%.

\paragraph{The value of $\tau_0$.} This prefactor is poorly known, but it enters through a logarithm. A tenfold increase raises $S$ at 10 Hz by 6.8\%.

\paragraph{Interaction of traps.} Traps within $kT$ in energy and down to $x_f$ at 10 Hz number $4.2\times10^8$ cm$^{-2}$, a mean spacing of about 490 nm. Between two conducting planes the slowest-decaying potential varies as $\sin(\pi x/t)$ across the oxide, and Laplace's equation makes it fall laterally over a length $t/\pi$. With the channel and gate treated as such planes, typical neighbours hardly affect each other. In weak inversion the channel does not screen and the length is longer, about 25 nm over a 60 nm depletion layer, still far below the spacing.

\paragraph{Mobility.} A trapped electron may also scatter carriers. Replace the trapped charge by the charge per area at the interface that would give the same shift, $\delta Q=C\,\delta V_{FB}$, and let this raise $1/\mu$ by $\alpha\,\delta Q$. With transconductance $g_m$,
\begin{equation}
\delta I_D=-g_m\,\delta V_{FB}
\left(1+\alpha\mu C\,\frac{I_D}{g_m}\right).
\end{equation}
For the rough inputs $\alpha=10^4$ V\,s/C, $\mu=400$ cm$^2$/Vs and $I_D/g_m=0.1$ V, the current noise referred to the gate is 1.40 times $S$ for a uniform channel at small drain voltage. For traps that become neutral on capture the sign of $\alpha$ reverses and the factor is 0.67. In saturation the unequal weight of traps along the channel raises the gate-referred noise even for $\alpha=0$, by about 20\% at $I_D/g_m=0.1$ V in a long-channel charge model with slope factor 1.3. The flat-band noise itself is unchanged.

\section{Beside a real oxide}

The thickness, barrier and temperature are those of an ordinary silicon device, and the oxide field is well below the rough breakdown value of 10 MV/cm. The least secure assumptions are the uniform trap density and purely elastic tunnelling. Real capture can involve lattice relaxation with thermal activation, so that the time is not set by depth alone; the energy-dependent case above does not cover this. A capture barrier $(R+E)^2/4R$ with relaxation energy $R$ and the same prefactor acts mainly like a longer $\tau_0$: it raises $S$ at 10 Hz by 12\% for $R=0.5$ eV and 27\% for $R=1$ eV, and at $R=2$ eV it brings the upper cutoff of the $1/f$ range down to about 10 Hz. The density enters $S$ proportionally: a factor of two in $N_t$ is a factor of two in noise power.

A density that varies with depth also changes the slope. For $N_t(x)=N_t(0)e^{\eta x}$ and constant lever arm, (\ref{moment}) with $a=\eta\lambda$ gives
\begin{equation}
S=\frac{K_0}f\,\frac{e^{\eta x_f}}{\cos(\pi\eta\lambda/2)}
\propto f^{-(1+\eta\lambda)},\qquad |\eta\lambda|<1,
\end{equation}
where $K_0$ is $K$ evaluated with $N_t(0)$. A density rising into the oxide steepens the spectrum, and a falling one flattens it. In the example, counting only traps that exchange with the channel, the lever arm lowers $\gamma$ by 0.029 at 10 Hz. To first order, a density growing by a factor $e$ over $\lambda/0.029\approx2.9$ nm would cancel this. A measured exponent near one is therefore not proof of a uniform trap density. The numerical output lists the spectrum at four frequencies.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 300 K; kT: 0.02585 eV
oxide thickness: 7.5 nm; permittivity: 3.9
W: 20.0 um; L: 0.5 um
gate area: 10.0 um2
trap density: 1.0e+17 cm^-3 eV^-1
tau0: 1.0e-10 s
barrier: 3.1 eV; oxide mass: 0.42 m0
tunnelling length lam: 0.0855 nm
oxide capacitance: 0.4604 uF/cm2
one-electron step at x=0: 3.480 uV
K = f*S for g=1: 2.6775e-11 V^2
f = 1 Hz: xf = 1.812 nm, g = 0.5754, exponent = 0.9699
   S = 1.5408e-11 V^2/Hz, root S = 3.9253 uV/rtHz
f = 10 Hz: xf = 1.615 nm, g = 0.6160, exponent = 0.9709
   S = 1.6493e-12 V^2/Hz, root S = 1.2842 uV/rtHz
f = 100 Hz: xf = 1.418 nm, g = 0.6579, exponent = 0.9719
   S = 1.7614e-13 V^2/Hz, root S = 0.4197 uV/rtHz
f = 1000 Hz: xf = 1.221 nm, g = 0.7011, exponent = 0.9728
   S = 1.8773e-14 V^2/Hz, root S = 0.1370 uV/rtHz
g=1 law at 10 Hz: S = 2.6775e-12 V^2/Hz, root S = 1.6363 uV/rtHz
variance part of g: 3.21e-04
rms noise 1 Hz to 1 kHz: 10.857 uV
same for g=1: 13.600 uV
upper cutoff 1/(2 pi tau0): 1.59e+09 Hz
tau at mid-oxide: 1.10e+09 s
N* = Nt kT lam A: 2.211
device scatter of S, formula: 12.36 %
device scatter of S, 3000 random devices: 12.52 %
area for 100 % scatter: 0.153 um2
changes of S at 10 Hz from neglected effects:
  traps exchanging with the gate: +7.58 %
  barrier tilt, 1.0 V oxide drop: +2.68 %
  energy-independent capture time: -2.86 %
  tau0 ten times longer: +6.80 %
oxide field: 1.33 MV/cm
active traps to depth xf(10 Hz): 4.18e+08 cm^-2
their mean spacing: 489 nm
mobility inputs: alpha = 1e+04 V s/C, mu = 400 cm2/Vs, Id/gm = 0.1 V
gate-referred noise factor from mobility: 1.402
\end{verbatim}
